# Bias for Direct Electron Entry into Hafnia's Conduction Band

## Problem

A gate stack consists of 1 nm of silica followed by 3 nm of hafnia. Their relative permittivities are 3.9 and 20. The cathode touches the silica, and the positive electrode touches the hafnia. At zero bias the conduction band edge of hafnia lies 1.5 eV above the energy of the electrons that arrive from the cathode. At what bias across the stack do these electrons, after tunnelling through the silica, enter the conduction band of hafnia directly at the silica/hafnia interface?

The following conventions fix the meaning of the question.

- The silica has thickness $t_1$ and permittivity $k_1$; the hafnia has $t_2$ and $k_2$. The coordinate $x$ runs from the cathode at $x=0$ to the positive electrode at $x=t_1+t_2$.
- The electrostatic potential $\varphi(x)$ is zero at the cathode. The symbol $F=d\varphi/dx$ denotes its slope, which is positive here. The electric field vector points the other way, towards the cathode, and pushes electrons towards positive $x$.
- The bias $V$ is the potential drop across the two insulators alone. A gate voltage also contains the flat-band voltage and the band bending in the electrodes.
- The hafnia barrier $\phi_2=1.5$ eV is measured from the energy of the incoming electron. The electron moves along $x$, with no momentum parallel to the layers.
- The layers are flat and uniform, and at first they contain no charge, either inside or at their interface.

"Directly" refers to the hafnia. The silica remains a tunnel barrier, as its conduction band edge is higher: roughly $\phi_1=3.1$ eV above the electron energy at zero bias.

## First estimate by scaling

The electron reaches the hafnia after crossing the silica, so the silica drop must supply the energy $\phi_2$. This sets the voltage scale $\phi_2/e=1.5$ V.

The hafnia takes a further share of the bias. For a common electric displacement, the field in a layer scales as $1/k$ and its voltage drop as $t/k$. In nanometres,

$$
\frac{t_1}{k_1}=\frac{1}{3.9}\approx0.26,\qquad
\frac{t_2}{k_2}=\frac{3}{20}=0.15 .
$$

The hafnia drop is therefore smaller than the silica drop, but of the same order. The stack bias must lie between one and two times $\phi_2/e$, that is, between 1.5 V and 3.0 V. If a single number is wanted, the geometric mean of these limits is

$$
V_{\rm est}=\sqrt{1.5\times3.0}\ \text{V}\approx2.1\ \text{V}.
$$

## Exact solution of the electrostatic model

### How the bias divides

Gauss's law says that the normal component of the displacement changes across an interface by the free charge per area located there. Without such charge it is continuous. Its magnitude is $\varepsilon_0k_1F_1$ in silica and $\varepsilon_0k_2F_2$ in hafnia, so

$$
k_1F_1=k_2F_2
\quad\Longrightarrow\quad
F_2=\frac{k_1}{k_2}F_1 .
$$

There is no charge inside either layer, so each slope is constant and the drops are $F_1t_1$ and $F_2t_2$. Their sum is the bias:

$$
V=F_1t_1+F_2t_2
=F_1t_1\left(1+\frac{k_1t_2}{k_2t_1}\right).
$$

With $V_1=F_1t_1$ for the silica drop and $r$ for the bracket,

$$
V_1=\frac{V}{r},\qquad r=1+\frac{k_1t_2}{k_2t_1}.
$$

### Where the hafnia band edge lies

An electron has charge $-e$, so a potential $\varphi$ lowers its potential energy by $e\varphi$. At depth $y=x-t_1$ inside the hafnia the potential is $V_1+F_2y$. Relative to the electron's energy, the band edge is therefore at

$$
B(y)=\phi_2-eV_1-eF_2y,\qquad 0\le y\le t_2 .
$$

Where $B>0$ the electron is below the band edge and its wave decays. Where $B<0$ it is in the conduction band and its wave propagates. Since $F_2>0$, $B$ is largest at $y=0$. Once the edge at the interface has come down to the electron's energy, no forbidden part remains further in. The condition is

$$
B(0)=0\quad\Longrightarrow\quad eV_1=\phi_2 ,
$$

and multiplication of $V_1$ by $r$ gives the stack bias

$$
V^*=\frac{\phi_2}{e}\left(1+\frac{k_1t_2}{k_2t_1}\right).
$$

### The numbers

The ratio is

$$
r=1+\frac{3.9\times3}{20\times1}=1.585,
$$

and hence

$$
V^*=1.5\ \text{V}\times1.585=2.3775\ \text{V}\approx2.38\ \text{V}.
$$

At this bias the silica drops 1.50 V and the hafnia 0.8775 V. The silica field is 1.5 V/nm, or 15 MV/cm. The hafnia field is smaller by $3.9/20$, which gives 2.925 MV/cm. The common displacement is 5.18 μC/cm².

An independent test solves Poisson's equation by finite differences and searches for the bias at which no point of the hafnia has its band edge above the electron energy. It also gives 2.3775 V.

### Three barrier shapes

The far end of the hafnia becomes accessible at a lower bias. There

$$
B(t_2)=\phi_2-e(V_1+F_2t_2)=\phi_2-eV ,
$$

which vanishes at $V=\phi_2/e=1.5$ V. There are thus three regimes:

1. For $V<1.5$ V, the whole hafnia layer is forbidden, and its barrier is a trapezoid.
2. For $1.5\ \text{V}<V<V^*$, the barrier in hafnia is a triangle. The electron enters the conduction band inside the layer.
3. For $V\ge V^*$, hafnia presents no forbidden region. The electron enters its conduction band at the interface.

In the second regime, let $\delta=\phi_2-eV_1$ be the barrier height left at the interface. The triangle ends where $B=0$, at depth

$$
L=\frac{\delta}{eF_2}.
$$

At 2.0 V, for example, $V_1=2.0/1.585=1.2618$ V and $\delta=0.2382$ eV. The hafnia slope is $0.195\times1.2618=0.2461$ V/nm, so $L=0.2382/0.2461=0.968$ nm. The electron still tunnels through nearly a third of the hafnia.

### Limits and reversed polarity

If $t_2\to0$ or $k_2\to\infty$ with the other quantities fixed, the hafnia drop vanishes and $V^*\to\phi_2/e$. If $t_1\to0$, $V^*$ grows without limit: there is no silica left in which the electron could gain the energy $\phi_2$ before it meets the hafnia.

A thinner silica layer therefore raises the threshold. The silica drop must still be 1.5 V, so its field rises as $1/t_1$, and with it the hafnia field and drop. With everything else fixed, $V^*$ is 2.475 V for 0.9 nm of silica and 2.298 V for 1.1 nm.

If the bias is reversed, electrons start at the electrode that touches the hafnia. They meet the hafnia edge before any potential drop, at its full zero-bias height above their energy. A bias tilts this barrier and, once it is large enough to bring a band edge inside the stack down to the electron's energy, shortens the tunnelling path. In this model it does not lower the edge at the contact. Direct entry in the present sense then has no threshold bias.

## Comparison of the estimate with the solution

The scaling limits of 1.5 V and 3.0 V enclose the solution. Their geometric mean, 2.12 V, is 11% below 2.38 V, relative to the latter. The estimate has the right ingredients, but it replaces the ratio of the two drops by a statement about its order of magnitude. The solution uses the ratio itself, $0.15/0.2564=0.585$.

The lower limit also has a physical meaning: at 1.5 V the electron first finds conduction band states at the far end of the hafnia. The difference between 1.5 V and 2.38 V is the hafnia drop at threshold, 0.88 V.

## What the threshold means for the current

A change of barrier shape need not produce a jump in current. In the WKB approximation, the transmission through a forbidden region carries the factor $e^{-S}$, where $S$ is twice the integral of the decay constant. For the triangle in hafnia, with tunnelling mass $m_2$,

$$
S_2=\frac{2}{\hbar}\int_0^L\sqrt{2m_2(\delta-eF_2y)}\,dy .
$$

Put $u=\delta-eF_2y$, so that $dy=-du/(eF_2)$. The limits $y=0$ and $y=L$ become $u=\delta$ and $u=0$. The minus sign reverses the limits, and

$$
S_2=\frac{2\sqrt{2m_2}}{\hbar eF_2}\int_0^\delta u^{1/2}du
=\frac{4\sqrt{2m_2}}{3\hbar eF_2}\,\delta^{3/2}.
$$

As $V\to V^*$ from below, $\delta$ goes to zero in proportion to $V^*-V$. Hence $S_2$ vanishes as $(V^*-V)^{3/2}$, and its slope vanishes too. The factor reaches one without a step or a kink.

With a rough mass of 0.15 electron masses, $S_2=1.25$ at 2.0 V, and the hafnia factor is already 0.29. It equals 0.1 at about 1.84 V. WKB is reliable when $S_2$ is large compared with one, so these values show the width of the onset and are not accurate transmissions. The onset extends over several tenths of a volt below $V^*$.

The silica factor follows from the same integral. At $V^*$ the silica barrier falls from 3.1 eV at the cathode to $3.1-1.5=1.6$ eV at the hafnia. The integral over $u$ now runs between these heights:

$$
S_1=\frac{4\sqrt{2m_1}}{3\hbar eF_1}
\left[\phi_1^{3/2}-(\phi_1-eV_1)^{3/2}\right].
$$

With a rough mass $m_1$ of 0.50 electron masses, $S_1=11.06$, which gives a factor of about $1.6\times10^{-5}$. Direct entry into hafnia thus still requires a strongly attenuating tunnel step through silica.

## Corrections to the ideal threshold

### Charge at the interface

Let $N$ trapped electrons per area sit at the silica/hafnia interface. The $x$ component of the displacement is $-\varepsilon_0kF$, and it must change by $-eN$ on passing from silica to hafnia:

$$
-\varepsilon_0k_2F_2+\varepsilon_0k_1F_1=-eN
\quad\Longrightarrow\quad
F_2=\frac{k_1F_1}{k_2}+\frac{eN}{\varepsilon_0k_2}.
$$

The threshold still requires $F_1t_1=\phi_2/e$. The first term in $F_2$ is then unchanged, and the second adds to the stack bias

$$
\Delta V=\frac{eNt_2}{\varepsilon_0k_2}.
$$

For $N=10^{13}$ cm⁻², a rough value for heavy trapping, the shift is $+0.27$ V. It is proportional to $N$ as long as $F_2$ stays positive. Positive charge above about $3.2\times10^{13}$ cm⁻² reverses $F_2$; the far end of the hafnia then sets the condition, and the threshold stays at 1.5 V.

### Image force, temperature and barrier error

Near a metal cathode, an electron at distance $x$ is attracted by its image at distance $2x$. In a uniform medium of optical permittivity $k_o$, the work needed to remove it from $x$ to infinity is

$$
W=\int_x^\infty\frac{e^2}{4\pi\varepsilon_0k_o(2s)^2}\,ds
=\frac{e^2}{16\pi\varepsilon_0k_ox}.
$$

The band edge is lowered by $W$. With a rough $k_o=4$ and $x=1$ nm, $W=0.090$ eV. The lowering weakens with distance, at the interface by $W/x=0.09$ eV per nanometre. The potential slope in hafnia, about 0.27 V/nm, outweighs this, so the hafnia edge is still highest at the interface. The required silica drop falls by 0.090 V and the stack bias by $0.090\times1.585\approx0.14$ V. This estimate holds for a uniform medium only, and it neglects the image in the other electrode. In a uniform medium with $k_o=2.1$, a typical value for silica alone, the stack bias would fall by 0.27 V. The optical contrast between the two oxides works the other way. With 2.1 in silica and 4 in hafnia, an electron in hafnia is repelled from the interface, and in the classical picture this repulsion outweighs the attraction to the metal within roughly 0.3 nm of it. The continuum picture is poor at such distances, so neither the size nor the sign of the image correction is settled by this estimate.

If the electron's starting energy does not depend on the field, the factor 1.585 converts a change of that energy or of the barrier height into stack bias. At 358 K the thermal energy is 0.031 eV, equivalent to 0.05 V. This is not the whole energy spread: a metal cathode also emits electrons from below its Fermi level, and these need a higher bias. An error of 0.1 eV in the hafnia barrier moves the threshold by 0.16 V.

### A silicon cathode

Suppose that the 1.5 eV is measured from silicon's conduction band edge at its surface. The field that crosses the silica also presses the electrons in the silicon against the oxide. Their confinement raises the lowest level to an energy $E_0$ above that edge, and the threshold condition becomes

$$
eV_1+E_0=\phi_2 .
$$

Continuity of the displacement gives the surface slope in silicon, $F_s=k_1V_1/(k_{\rm Si}t_1)$, so $E_0$ depends on $V_1$ and the two must be found together.

An upper bound on $E_0$ follows from a uniform field. Let $z$ be the depth into the silicon, $m_z$ the mass for motion along $z$, and let the wave function $\psi$ vanish at the oxide:

$$
-\frac{\hbar^2}{2m_z}\psi''+eF_sz\,\psi=E\psi,\qquad \psi(0)=0 .
$$

Set $z=\ell s$ and choose $\ell$ so that $\hbar^2/(2m_z\ell^2)=eF_s\ell$. Division by $eF_s\ell$ leaves $-\psi''+s\psi=\epsilon\psi$, where primes now mean derivatives in $s$ and $\epsilon=E/(eF_s\ell)$. The decaying solution is the Airy function ${\rm Ai}(s-\epsilon)$. The wall requires ${\rm Ai}(-\epsilon)=0$, whose smallest root is $\epsilon=2.338$. Since $\ell^3=\hbar^2/(2m_zeF_s)$,

$$
E_{\rm A}=2.338\left(\frac{\hbar^2e^2F_s^2}{2m_z}\right)^{1/3}.
$$

The charge in the silicon, electrons and ionized acceptors, is negative. It screens the field, so the mean-field electrostatic potential energy nowhere exceeds $eF_sz$. The Airy state, used as a trial function in this potential, then has a mean energy of at most $E_{\rm A}$. By the variational principle $E_0\le E_{\rm A}$. The argument leaves out the electron's own image in the oxide, which is repulsive near the wall and raises $E_0$ by roughly 0.01 eV here, as well as exchange, correlation and penetration into the oxide.

For a (100) silicon surface, with the model inputs $m_z=0.916$ electron masses and $k_{\rm Si}=11.7$, which serve here as rough typical values, the joint solution is $E_{\rm A}=0.412$ eV and a stack bias of about 1.72 V. Since $E_0$ is positive and at most $E_{\rm A}$, the threshold for the lowest level lies between 1.72 V and 2.38 V within this model.

A Hartree calculation includes the screening, with all electrons placed in the lowest subband and the acceptor charge left out. It gives $E_0=0.362$ eV and a threshold of 1.80 V, at an electron density of $2.45\times10^{13}$ cm⁻². This is an estimate with a visible flaw. Two equivalent valleys and two spins give a density of states $2m_t/(\pi\hbar^2)$, where $m_t=0.19$ electron masses is the mass parallel to the surface. The electrons would fill the subband to

$$
\frac{N_s\pi\hbar^2}{2m_t}=0.154\ \text{eV}
$$

above its bottom, where $N_s$ is their density. The rim of the calculated well is only 0.047 eV above that bottom, so the calculation is not consistent with its own assumption. The low rim comes from leaving out the acceptors; their depletion charge makes a real inversion well much deeper. Even then the next subbands lie only about 0.15 eV above the lowest, so some electrons occupy states that the one-subband assumption excludes.

## The real gate stack

The model resembles a transistor gate stack with a thin interfacial oxide under hafnia. The barriers, masses and permittivities are rough typical values; 3 nm of hafnia is somewhat thick for an advanced logic transistor. Such transistors work at roughly 1 V, well below the calculated threshold, so the result concerns stress measurements more than normal operation.

The silica field of 15 MV/cm is 1.5 times a rough breakdown field of 10 MV/cm for thick silica. Very thin layers need not follow the thick-film value, but damage and charge trapping during the measurement must be expected. Electrons trapped at the interface raise the threshold as calculated above. Charge elsewhere in the stack shifts it by a different amount, and positive charge at the interface lowers it.

For a silicon cathode, the largest correction found here is confinement. For the lowest level it lowers the threshold by up to 0.65 V, or 27% of the ideal value, if the barrier is taken from the surface band edge. Electrons in higher subbands start from a higher energy and reach the hafnia edge at a still lower bias, near 1.6 V. The value 2.38 V therefore applies when 1.5 eV is the barrier seen from the electron's actual energy, with no charge in the insulators or at their interface, and no image force. The numerical output lists the inputs and the separate corrections.

## Calculated quantities

```
silica: thickness 1.0 nm, permittivity 3.9
hafnia: thickness 3.0 nm, permittivity 20.0
hafnia barrier 1.50 eV; silica barrier 3.10 eV (rough)
tunnel masses: silica 0.50, hafnia 0.15 m0 (rough)
ratio stack bias / silica drop = 1.5850
threshold stack bias V* = 2.3775 V
V* from numerical Poisson = 2.3775 V
at V*: silica drop 1.5000 V, hafnia drop 0.8775 V
at V*: silica field 15.00 MV/cm
at V*: hafnia field 2.925 MV/cm
at V*: displacement 5.18 uC/cm2
at V*: silica barrier at exit 1.60 eV
at V*: silica WKB exponent 11.06
at V*: silica WKB factor 1.57e-05
comparison bias 2.00 V: silica drop 1.2618 V
  hafnia field 2.461 MV/cm
  remaining hafnia barrier 0.2382 eV
  forbidden hafnia length 0.968 nm
  hafnia WKB exponent 1.250
  hafnia WKB factor 0.287
bias where hafnia WKB factor is 0.1: 1.841 V
V* for silica 0.9 nm: 2.475 V; 1.1 nm: 2.298 V
interface electrons 1.0e+13 cm^-2 (rough)
  threshold shift +0.271 V
optical permittivity 4.0 (rough)
  image potential at interface 0.090 eV
  threshold shift -0.143 V
thermal energy at 358 K: 0.0309 eV
  equivalent stack bias 0.049 V
thick-silica breakdown field 10 MV/cm (rough)
  silica field / breakdown field = 1.50
silicon: permittivity 11.7, masses 0.916, 0.19 m0
silicon cathode, barrier from surface band edge:
  uniform field: E0 = 0.412 eV
  uniform field: threshold 1.725 V
  Hartree: E0 = 0.362 eV
  Hartree: threshold 1.803 V
  Hartree: surface field 3.79 MV/cm
  Hartree: electron density 2.45e+13 cm^-2
  Hartree: one-subband filling energy 0.154 eV
  Hartree: well rim above E0 0.047 eV
```
